**Critical charge of a two-electron centre from a Hylleraas calculation**

The program finds the charge Zc below which an isotropic Coulomb centre has no two-electron state under the one-electron threshold −Z²/2. Z is the central charge, k the exponential scale of the basis, and S, T, V, W are the matrices of overlap, kinetic energy, central attraction and electron repulsion. With 372 terms the crossing is at Zc = 0.9110326, an upper bound within the model, and the last enlargement of the basis lowered it by 7.7×10⁻⁶. The program asserts that root tracking and a direct eigenvalue problem agree, that the gap closes nearly linearly, and that the mean radius at the crossing is stable. It also asserts agreement, within stated tolerances, with a partial-wave configuration interaction that does not use r₁₂ as a coordinate and crosses at 0.91158. For a donor with rough silicon-like parameters, the second electron is bound by about 1.7 meV at Z = 1. The output also sizes mass anisotropy, the central-cell shift, temperature, electric field and donor spacing; the anisotropy estimate covers one electron only.

## Numerical check

```python
"""
Result under test: two electrons bound to a fixed charge Z,
    H = -1/2 lap1 - 1/2 lap2 - Z/r1 - Z/r2 + 1/r12   (effective atomic units),
have a state below the one-electron threshold -Z^2/2 only for Z above a
critical charge Zc of about 0.911.
Symbols: S, T, V, W are the matrices of 1, kinetic energy, 1/r1+1/r2, 1/r12
for length scale k = 1; at scale k the energy matrix is k^2 T + k (W - Z V).
"coupling" is 1/Z, the strength of 1/r12 after lengths are scaled by Z.
The Hylleraas result is compared with a partial-wave configuration
interaction (CI) that never uses r12 as a coordinate.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.special import eval_genlaguerre, eval_legendre, gammaln


def hylleraas_basis(max_degree):
    """Symmetric polynomials times exp(-(r1+r2)), in perimetric coordinates."""
    x, gx = np.polynomial.laguerre.laggauss(max_degree + 3)
    lag = [eval_genlaguerre(j, 0, x) for j in range(max_degree + 1)]
    dlag = [np.zeros_like(x)] + [-eval_genlaguerre(j - 1, 1, x)
                                 for j in range(1, max_degree + 1)]

    def prod(a, b, c):
        return (a[:, None, None] * b[None, :, None] * c[None, None, :]).ravel()

    one = np.ones_like(x)
    u, v, w = prod(x, one, one), prod(one, x, one), prod(one, one, x) / 2
    r1, r2, r12 = (v + w) / 2, (u + w) / 2, (u + v) / 2
    # pi^2 = 8 pi^2 (angles) * 1/4 (Jacobian) * 1/2 (scale of w)
    weight = np.pi**2 * prod(gx, gx, gx) * r1 * r2 * r12
    funcs, d_r1, d_r12, degree, at_centre = [], [], [], [], []
    for l in range(max_degree + 1):
        for m in range(l, max_degree + 1 - l):
            for n in range(max_degree + 1 - l - m):
                f = prod(lag[l], lag[m], lag[n]) + prod(lag[m], lag[l], lag[n])
                fu = (prod(dlag[l], lag[m], lag[n])
                      + prod(dlag[m], lag[l], lag[n]) - f / 2)
                fv = (prod(lag[l], dlag[m], lag[n])
                      + prod(lag[m], dlag[l], lag[n]) - f / 2)
                fw = 2 * (prod(lag[l], lag[m], dlag[n])
                          + prod(lag[m], lag[l], dlag[n])) - f
                funcs.append(f)
                d_r1.append(-fu + fv + fw)
                d_r12.append(fu + fv - fw)
                degree.append(l + m + n)
                at_centre.append(lag[l] + lag[m])
    F, A, B = np.array(funcs), np.array(d_r1), np.array(d_r12)
    cosine = (r1**2 + r12**2 - r2**2) / (2 * r1 * r12)
    cross = (A * (weight * cosine)) @ B.T
    P = np.array(at_centre)
    mats = {
        "S": (F * weight) @ F.T,
        "T": (A * weight) @ A.T + (B * weight) @ B.T + cross + cross.T,
        "V": (F * (weight * (1 / r1 + 1 / r2))) @ F.T,
        "W": (F * (weight / r12)) @ F.T,
        "r1": (F * (weight * r1)) @ F.T,
        "r1/r12": (F * (weight * r1 / r12)) @ F.T,
        "delta": (P * (4 * np.pi * gx * (x / 2)**2 / 2)) @ P.T,
    }
    return mats, np.array(degree)


def restrict(mats, keep):
    return {name: mat[np.ix_(keep, keep)] for name, mat in mats.items()}


def ci_basis(l_max, n_rad):
    """Radial Laguerre orbitals coupled to total S, Coulomb by multipoles."""
    def radial(l, r):
        rows, slopes = [], []
        for n in range(n_rad):
            norm = np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 2 * l + 3)
                                 + (2 * l + 3) * np.log(2.0)))
            L = eval_genlaguerre(n, 2 * l + 2, 2 * r)
            dL = -2 * eval_genlaguerre(n - 1, 2 * l + 3, 2 * r) if n else 0 * r
            rows.append(norm * r**(l + 1) * L)
            slopes.append(norm * r**l * ((l + 1 - r) * L + r * dL))
        return np.array(rows), np.array(slopes)

    y, gy = np.polynomial.laguerre.laggauss(38)
    t, gt = np.polynomial.legendre.leggauss(32)
    ratio, g_ratio = (t + 1) / 2, gt / 2
    X = np.repeat(ratio, len(y))
    outer = np.tile(y, len(ratio)) / (2 * (1 + X))
    g2 = np.repeat(g_ratio, len(y)) * np.tile(gy, len(ratio)) / (2 * (1 + X))
    far = [radial(l, outer)[0] for l in range(l_max + 1)]
    near = [radial(l, X * outer)[0] for l in range(l_max + 1)]
    size, eye = n_rad**2, np.eye(n_rad)
    total = size * (l_max + 1)
    T, V, W = np.zeros((3, total, total))
    r = y / 2
    for l in range(l_max + 1):
        p, dp = radial(l, r)
        kin = 0.25 * ((dp * gy) @ dp.T + l * (l + 1) * (p * gy / r**2) @ p.T)
        pot = 0.5 * (p * gy / r) @ p.T
        rows = slice(l * size, (l + 1) * size)
        T[rows, rows] = np.kron(kin, eye) + np.kron(eye, kin)
        V[rows, rows] = np.kron(pot, eye) + np.kron(eye, pot)
        for q in range(l_max + 1):
            cols = slice(q * size, (q + 1) * size)
            small = (near[l][:, None] * near[q][None]).reshape(size, -1)
            large = (far[l][:, None] * far[q][None]).reshape(size, -1)
            for k in range(abs(l - q), l + q + 1, 2):
                angular = np.sqrt((2 * l + 1) * (2 * q + 1)) / 2 * np.sum(
                    gt * eval_legendre(l, t) * eval_legendre(k, t)
                    * eval_legendre(q, t))
                G = (small * (g2 * X**k)) @ large.T
                G = (G + G.T).reshape((n_rad,) * 4).transpose(0, 2, 1, 3)
                W[rows, cols] += angular * G.reshape(size, size)
    centre = np.array([np.exp(0.5 * (gammaln(n + 1) - gammaln(n + 3)
                                     + 3 * np.log(2.0)))
                       * eval_genlaguerre(n, 2, 0.0) for n in range(n_rad)])
    return {"S": np.eye(total), "T": T, "V": V, "W": W}, centre


def lowest(b, Z, k):
    val, vec = eigh(k * k * b["T"] + k * (b["W"] - Z * b["V"]), b["S"],
                    subset_by_index=[0, 0])
    return val[0], vec[:, 0]


def best_energy(b, Z):
    res = minimize_scalar(lambda k: lowest(b, Z, k)[0], method="bounded",
                          bounds=(0.4 * Z, 2.0 * Z), options={"xatol": 2e-3})
    return res.fun, res.x


def critical_charge(b):
    """Largest coupling that still reaches the threshold, as an eigenvalue."""
    last = len(b["S"]) - 1

    def minus_coupling(k):
        M = k * b["V"] - k * k * b["T"] - 0.5 * b["S"]
        return -eigh(M, k * b["W"], eigvals_only=True,
                     subset_by_index=[last, last])[0]
    res = minimize_scalar(minus_coupling, bounds=(0.4, 2.0), method="bounded",
                          options={"xatol": 2e-3})
    return -1 / res.fun, res.x


def mean(b, vec, name):
    return vec @ b[name] @ vec


# ---------- Hylleraas crossing and its convergence ----------
full, degree = hylleraas_basis(14)
assert abs(full["S"][0, 0] / (4 * np.pi**2) - 1) < 1e-10
assert abs(full["W"][0, 0] / full["S"][0, 0] - 5 / 8) < 1e-10
print("Hylleraas crossing (upper bounds on Zc)")
crossings, radii = [], []
for deg in (2, 4, 6, 8, 10, 12, 14):
    b = restrict(full, np.flatnonzero(degree <= deg))
    zc, ratio_k = critical_charge(b)
    vec = lowest(b, zc, ratio_k * zc)[1]
    crossings.append(zc)
    radii.append(mean(b, vec, "r1") / (ratio_k * zc))
    print(f" degree {deg:2d}, {len(b['S']):3d} terms: Zc = {zc:.7f},"
          f" k/Z = {ratio_k:.3f}")
z_crit = crossings[-1]
last_step = crossings[-2] - crossings[-1]
assert -1e-6 < last_step < 2e-4
assert abs(z_crit - 0.911) < 5e-4
assert abs(radii[-1] / radii[-2] - 1) < 0.05   # state stays localized
print(f"Last change of Zc: {last_step:.1e}")
print(f"Critical coupling 1/Zc: {1 / z_crit:.6f}")
print(f"Mean r1 at Zc, degree 12 and 14: {radii[-2]:.3f}, {radii[-1]:.3f} a*")

# ---------- tracking the energy against the threshold ----------
tracked = brentq(lambda Z: lowest(full, Z, ratio_k * Z)[0] + Z * Z / 2,
                 0.88, 1.0, xtol=1e-11)
assert abs(tracked - z_crit) < 1e-7
print(f"Zc from root tracking: {tracked:.7f}")
k_crit = ratio_k * z_crit
vec_crit = lowest(full, z_crit, k_crit)[1]
slope = k_crit * mean(full, vec_crit, "V") - z_crit
step = 1e-4
binding_fd = [-(lowest(full, z, k_crit)[0] + z * z / 2)
              for z in (z_crit + step, z_crit - step)]
assert abs((binding_fd[0] - binding_fd[1]) / (2 * step) - slope) < 1e-4
print(f"Slope of binding at Zc: {slope:.4f} Hartree* per unit Z")

# ---------- independent partial-wave calculation ----------
ci, orbital_at_centre = ci_basis(3, 11)
ci_crit, _ = critical_charge(ci)
assert 0 < ci_crit - z_crit < 4e-3
ci_e1, ci_k = best_energy(ci, 1.0)
print(f"Partial-wave CI (l <= 3): Zc = {ci_crit:.5f}")

# ---------- silicon-like donor: rough typical inputs ----------
mass, eps = 0.30, 11.7
hartree_mev = const.value("Hartree energy in eV") * 1e3
bohr_nm = const.value("Bohr radius") * 1e9
unit_mev, unit_nm = hartree_mev * mass / eps**2, bohr_nm * eps / mass
print(f"Donor inputs: m* = {mass:.2f} m_e, eps = {eps:.1f}")
print(f"Hartree* = {unit_mev:.3f} meV, a* = {unit_nm:.3f} nm")
print(f"Neutral donor binding (Z=1): {unit_mev / 2:.2f} meV")
results = {}
for Z in (2.0, 1.0, 0.95, 0.92, 0.90):
    e, k = best_energy(full, Z)
    results[Z] = (e, k)
    print(f" Z={Z:.2f}: E={e:.6f}, threshold={-Z * Z / 2:.6f} Hartree*,"
          f" gap={(-Z * Z / 2 - e) * unit_mev:+.3f} meV")
assert all((-Z * Z / 2 - results[Z][0] > 0) == (Z > z_crit) for Z in results)
linear = slope * (0.92 - z_crit)
actual = -0.92**2 / 2 - results[0.92][0]
assert 0.9 < actual / linear < 1.1
print(f"Gap at Z=0.92 over linear law: {actual / linear:.3f}")
e1, k1 = results[1.0]
assert 0 < ci_e1 - e1 < 1.5e-3
assert 0 < lowest(ci, 2.0, 1.8)[0] - results[2.0][0] < 3e-3
print(f"CI energy at Z=1: {ci_e1:.6f} Hartree*")
print(f"Double donor Z=2, second removal: {2 * unit_mev:.1f} meV")

vec1 = lowest(full, 1.0, k1)[1]
r_over_r12 = mean(full, vec1, "r1/r12")
assert 0.5 <= r_over_r12 < 1.0
print(f"Mean r1/r12 at Z=1: {r_over_r12:.4f} (must lie in 0.5 to Z)")
density = k1**3 * mean(full, vec1, "delta")
ci_vec = lowest(ci, 1.0, ci_k)[1]
s_block = ci_vec[:121].reshape(11, 11)
ci_density = ci_k**3 * np.sum((orbital_at_centre @ s_block)**2) / (4 * np.pi)
assert abs(ci_density / density - 1) < 0.03

# ---------- sizes of neglected effects ----------
binding = -0.5 - e1
binding_mev = binding * unit_mev
decay_nm = unit_nm / np.sqrt(2 * binding)
kb_mev = const.k / const.e * 1e3
print(f"Second-electron binding at Z=1: {binding_mev:.3f} meV")
print(f"Mean r1 at Z=1: {mean(full, vec1, 'r1') / k1 * unit_nm:.2f} nm")
print(f"Outer decay length: {decay_nm:.2f} nm")
print(f"kT at 4.2 K: {kb_mev * 4.2:.3f} meV")
print(f"Temperature with kT = binding: {binding_mev / kb_mev:.1f} K")
# meV/nm equals 10 kV/cm per unit
print(f"Field scale binding/(e length): {binding_mev / decay_nm * 10:.2f} kV/cm")
spacing_nm = (1e15)**(-1 / 3) * 1e7
print(f"Donor spacing at 1e15 cm^-3: {spacing_nm:.0f} nm,"
      f" = {spacing_nm / decay_nm:.1f} decay lengths")

cell_shift = 14.0
excess = 2 * density * np.pi - 1
print(f"Density per electron at centre, Z=1: {density:.5f} a*^-3")
print(f"Same from CI: {ci_density:.5f} a*^-3")
print(f"Central-cell shift, one electron (rough input): {cell_shift:.0f} meV")
print(f"First-order change of second binding: {excess * cell_shift:.2f} meV")

c_nodes, c_weights = np.polynomial.legendre.leggauss(60)
c_nodes, c_weights = (c_nodes + 1) / 2, c_weights / 2


def inverse_radius(a, b):
    return np.sum(c_weights / np.sqrt(a * a * (1 - c_nodes**2)
                                      + b * b * c_nodes**2))


def ellipsoid_energy(m_t, m_l):
    """Trial exp(-sqrt(rho^2/a^2 + z^2/b^2)) for one valley, in Hartree."""
    def energy(logs):
        a, b = np.exp(logs)
        return ((2 / (m_t * a * a) + 1 / (m_l * b * b)) / 6
                - inverse_radius(a, b) / eps) * 1e3
    start = np.log([eps / m_t, eps / m_t])
    return minimize(energy, start, method="Nelder-Mead",
                    options={"xatol": 1e-7, "fatol": 1e-10}).fun / 1e3


# direct spherical-coordinate integrals for one ellipsoid
a_test, b_test = 2.0, 1.2
g = np.sqrt((1 - c_nodes**2) / a_test**2 + c_nodes**2 / b_test**2)
norm = np.sum(c_weights / (4 * g**3))
dz2 = np.sum(c_weights * c_nodes**2 / (b_test**4 * g**2) / (4 * g**3)) / norm
dx2 = np.sum(c_weights * (1 - c_nodes**2) / 2 / (a_test**4 * g**2)
             / (4 * g**3)) / norm
assert abs(dz2 - 1 / (3 * b_test**2)) < 1e-9
assert abs(dx2 - 1 / (3 * a_test**2)) < 1e-9
assert abs(np.sum(c_weights / (4 * g**2)) / norm
           - inverse_radius(a_test, b_test)) < 1e-9
assert abs(ellipsoid_energy(0.3, 0.3) / (-0.3 / (2 * eps**2)) - 1) < 1e-6

m_t, m_l = 0.19, 0.92
m_mean = 3 / (2 / m_t + 1 / m_l)
aniso = -ellipsoid_energy(m_t, m_l) * hartree_mev
sphere = m_mean / (2 * eps**2) * hartree_mev
assert aniso > sphere
print(f"Anisotropic masses (rough): {m_t:.2f}, {m_l:.2f} m_e")
print(f"Mean-inverse mass: {m_mean:.3f} m_e, binding {sphere:.2f} meV")
print(f"Ellipsoidal trial binding: {aniso:.2f} meV")
print(f"One-electron anisotropy effect: {aniso - sphere:.2f} meV")
print("verified")
```

It prints:

```
Hylleraas crossing (upper bounds on Zc)
 degree  2,   7 terms: Zc = 0.9207112, k/Z = 0.645
 degree  4,  22 terms: Zc = 0.9129970, k/Z = 0.569
 degree  6,  50 terms: Zc = 0.9114977, k/Z = 0.510
 degree  8,  95 terms: Zc = 0.9111520, k/Z = 0.471
 degree 10, 161 terms: Zc = 0.9110649, k/Z = 0.450
 degree 12, 252 terms: Zc = 0.9110403, k/Z = 0.441
 degree 14, 372 terms: Zc = 0.9110326, k/Z = 0.439
Last change of Zc: 7.7e-06
Critical coupling 1/Zc: 1.097656
Mean r1 at Zc, degree 12 and 14: 4.100, 4.123 a*
Zc from root tracking: 0.9110326
Slope of binding at Zc: 0.2455 Hartree* per unit Z
Partial-wave CI (l <= 3): Zc = 0.91158
Donor inputs: m* = 0.30 m_e, eps = 11.7
Hartree* = 59.635 meV, a* = 2.064 nm
Neutral donor binding (Z=1): 29.82 meV
 Z=2.00: E=-2.903724, threshold=-2.000000 Hartree*, gap=+53.893 meV
 Z=1.00: E=-0.527751, threshold=-0.500000 Hartree*, gap=+1.655 meV
 Z=0.95: E=-0.462125, threshold=-0.451250 Hartree*, gap=+0.649 meV
 Z=0.92: E=-0.425485, threshold=-0.423200 Hartree*, gap=+0.136 meV
 Z=0.90: E=-0.402487, threshold=-0.405000 Hartree*, gap=-0.150 meV
Gap at Z=0.92 over linear law: 1.038
CI energy at Z=1: -0.527601 Hartree*
Double donor Z=2, second removal: 119.3 meV
Mean r1/r12 at Z=1: 0.6634 (must lie in 0.5 to Z)
Second-electron binding at Z=1: 1.655 meV
Mean r1 at Z=1: 5.59 nm
Outer decay length: 8.76 nm
kT at 4.2 K: 0.362 meV
Temperature with kT = binding: 19.2 K
Field scale binding/(e length): 1.89 kV/cm
Donor spacing at 1e15 cm^-3: 100 nm, = 11.4 decay lengths
Density per electron at centre, Z=1: 0.16455 a*^-3
Same from CI: 0.16479 a*^-3
Central-cell shift, one electron (rough input): 14 meV
First-order change of second binding: 0.47 meV
Anisotropic masses (rough): 0.19, 0.92 m_e
Mean-inverse mass: 0.258 m_e, binding 25.68 meV
Ellipsoidal trial binding: 29.61 meV
One-electron anisotropy effect: 3.93 meV
verified
```
